\section*{Band bending and depletion width from core-level spectra at several photon energies}

\section{The measurement and its ambiguity}

A heavily doped p-type semiconductor with positive charge on its surface can have a depletion layer only a few nanometres thick. Photoelectrons from a core level start at different depths in this layer, so they carry different electrostatic shifts. A displaced core line may come from a strong but shallow band bending or from a weak but deep one. At kinetic energies of several hundred eV and above, raising the photon energy lengthens the escape depth and changes the depth average, which can separate the two.

Let $z$ be the depth below the surface and $s(z)\ge 0$ the downward shift of the electron levels relative to the bulk. If $\psi$ is the electrostatic potential relative to the bulk, then $s=e\psi$. A net density $N$ of ionized acceptors has charge density $-eN$, so Poisson's equation $\psi''=-\rho/\varepsilon$ gives
\begin{equation}
s''=\frac{e^2N}{\varepsilon},\qquad s(W)=s'(W)=0,\qquad \varepsilon=\varepsilon_0\varepsilon_r .
\end{equation}
Two integrations from the depletion edge $W$ give $s=e^2N(W-z)^2/2\varepsilon$. With the surface value $\phi=s(0)$, an energy,
\begin{equation}
s(z)=\phi\left(1-\frac zW\right)^2\quad(z<W),\qquad
N=\frac{2\varepsilon\phi}{e^2W^2}.
\label{eq:density}
\end{equation}
Lowering a level raises its binding energy relative to the Fermi level, so $E_B(z)=E_b+s(z)$, with $E_b$ the bulk value. The model assumes a laterally uniform mean charge, full depletion up to a sharp edge, and one chemical component.

\section{The centroid}

For emission along the normal, take the escape probability proportional to $e^{-z/\lambda}$, with a known attenuation length $\lambda$. Put $u=W/\lambda$ and $t=z/W$. The depth-averaged shift is $\phi g(u)$, where
\begin{align}
g(u)&=\int_0^1ue^{-ut}(1-t)^2\,dt
=1-2\int_0^1(1-t)e^{-ut}\,dt,\nonumber\\
\int_0^1(1-t)e^{-ut}\,dt&=\frac1u-\frac1u\int_0^1e^{-ut}\,dt
=\frac1u-\frac{1-e^{-u}}{u^2},\nonumber\\
g(u)&=1-\frac2u+\frac{2(1-e^{-u})}{u^2}.
\label{eq:g}
\end{align}
Both reductions are integrations by parts; the boundary terms at $t=1$ vanish.

The emitted electron also gives the atom a momentum kick $\hbar\mathbf q$. Since $e^{-i\mathbf q\cdot\mathbf r}\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=\mathbf p+\hbar\mathbf q$, the kinetic energy $p^2/2M$ gains $\hbar\mathbf q\cdot\mathbf p/M+\hbar^2q^2/2M$, while a position-dependent potential is unchanged. The first term averages to zero in a stationary vibrational state. The mean loss is therefore the free-atom recoil energy, even for an atom bound in a crystal. For emission perpendicular to the photon beam the squared electron and photon momenta add:
\begin{equation}
E_R=\frac{E_k(E_k+2mc^2)+(h\nu)^2}{2Mc^2}.
\end{equation}
With emission along the normal, this geometry is the limit of grazing incidence. At a grazing angle $\alpha$ the recoil gains $p_e h\nu\sin\alpha/(Mc)$, where $p_e$ is the electron momentum. For carbon at 6000 eV and $\alpha=5^\circ$ this is $3.6$ meV; in the example below, ignoring it at all three energies would lower the centroid width from $5.00$ to $4.84$ nm. The angle must still stay well above the critical angle for total reflection, about $2.7^\circ$ for diamond at 800 eV. Below it the X-ray field itself decays within a few nanometres, and $e^{-z/\lambda}$ no longer describes the depth weighting. Above it a smaller effect remains. At $5^\circ$ and 800 eV the X-ray depth is roughly 50 nm, which shortens the effective $\lambda$ by about 2\%; if ignored, this moves the width in the example to about $4.86$ nm from the centroids and $5.07$ nm in the joint fit. The example itself leaves X-ray attenuation out. The loss lowers the measured kinetic energy and raises the apparent binding energy. The centroid at photon energy $j$ is
\begin{equation}
C_j=E_b+E_{R,j}+\phi\,g(W/\lambda_j).
\label{eq:centroid}
\end{equation}
Here $E_k=h\nu-E_b$, referred to the Fermi level; the small change of $\lambda$ across the line is neglected.

\section{What one centroid leaves undetermined}

Suppose that even $E_b$ is known. One centroid then supplies the number $C_0=C-E_b-E_R=\phi g(W/\lambda)$. For $C_0>0$, every $W>0$ has an exact partner
\begin{equation}
\phi(W)=\frac{C_0}{g(W/\lambda)} .
\end{equation}
Better counting statistics narrow this curve but do not select a point on it. Its slope follows from $k(u)=u\,dg/du$. Differentiating Eq.~(\ref{eq:g}) and multiplying by $u$,
\begin{equation}
k(u)=\frac{2(1+e^{-u})}{u}-\frac{4(1-e^{-u})}{u^2},
\qquad \frac{d\ln\phi}{d\ln W}=-\frac{k(u)}{g(u)} .
\end{equation}

Two limits show what is seen. Expanding the exponential in the integral for $g$ gives $g=u/3-u^2/12+\cdots$ for a thin layer, so the leading shift contains only the product $\phi W$. For a thick layer $g=1-2/u+\cdots$, and the leading shift is $\phi$.

An independent net density removes the ambiguity. Equation~(\ref{eq:density}) then makes $W\propto\sqrt\phi$. Since $g$ increases with $u$, as shown next, $\phi g(W(\phi)/\lambda)$ increases with $\phi$ and has a single solution. This form of the argument takes the density to be uniform through the layer.

\section{Why three centroids suffice}

Order the attenuation lengths as $\lambda_1<\lambda_2<\lambda_3$, write $g_j=g(W/\lambda_j)$, and let $C'_j=C_j-E_{R,j}$. Differences remove $E_b$, and their ratio removes $\phi$:
\begin{equation}
R(W)=\frac{g_1-g_2}{g_2-g_3}=\frac{C'_1-C'_2}{C'_2-C'_3}.
\label{eq:ratio}
\end{equation}
The width is unique if $R$ is monotonic. The second form of $g$ in Eq.~(\ref{eq:g}) gives
\begin{equation}
k(u)=2\int_0^1(1-t)\,ut\,e^{-ut}\,dt>0,
\end{equation}
so $g$ increases. Because $u\,\partial_u(ut\,e^{-ut})=ut(1-ut)e^{-ut}$, setting $v=ut$ yields
\begin{equation}
\frac{d\ln k}{d\ln u}=1-\langle v\rangle_u ,
\end{equation}
where the average has weight $(1-v/u)ve^{-v}$ on $0<v<u$. For $u'>u$, the ratio of weights $(1-v/u')/(1-v/u)$ rises with $v$, which raises the mean over the old interval; the added interval contains larger $v$ still. Hence $\langle v\rangle_u$ rises and the logarithmic slope of $k$ falls strictly.

Now let $y=\ln u$ and $\kappa(y)=k(e^y)$. Since $dg/dy=\kappa$,
\begin{equation}
R=\frac{\displaystyle\int_{\ln W-\ln\lambda_2}^{\ln W-\ln\lambda_1}\kappa\,dy}
{\displaystyle\int_{\ln W-\ln\lambda_3}^{\ln W-\ln\lambda_2}\kappa\,dy}.
\end{equation}
Changing $\ln W$ slides both intervals. The logarithmic derivative of each integral is $\int\kappa'dy/\int\kappa\,dy$, the $\kappa$-weighted mean of $(\ln\kappa)'$ over its interval. The numerator has the interval at larger $y$, where this slope is smaller, so $R$ falls strictly with $W$. Its limits follow from $g\simeq W/3\lambda$ and $g\simeq1-2\lambda/W$:
\begin{equation}
\frac{\lambda_2-\lambda_1}{\lambda_3-\lambda_2}<R<
\frac{1/\lambda_1-1/\lambda_2}{1/\lambda_2-1/\lambda_3}.
\label{eq:interval}
\end{equation}
A measured ratio outside this interval, by more than its error, contradicts the assumptions. If $E_b$ is known, two centroids suffice: letting $\lambda_3\to\infty$ sends $g_3$ to zero and $R$ to $g_1/g_2-1$, which is again monotonic.

Uniqueness is not good conditioning. Near either limit $R$ hardly varies with $W$, and small centroid errors become large width errors. Attenuation lengths all much longer or all much shorter than the width are therefore a poor choice.

\section{The joint fit}

A centroid discards the line shape. The full model spectrum is
\begin{equation}
\begin{aligned}
S_j(E)={}&\int_0^1u_je^{-u_jt}G_j\!\left(E-E_b-E_{R,j}-\phi(1-t)^2\right)dt\\
&+e^{-u_j}G_j(E-E_b-E_{R,j}),
\end{aligned}
\end{equation}
where $u_j=W/\lambda_j$ and $G_j$ is a normalized Gaussian of free width $\sigma_j$. The last term is the bulk beyond $W$. The parameters $\phi$, $W$ and $E_b$ are common to all spectra; each spectrum also has an area and a constant background.

\begin{verbatim}
input: counts n_j(E), lengths lambda_j, recoils E_R,j
for each j:
    subtract a background taken from the window ends
    C'_j = centroid - E_R,j
R_m = (C'_1 - C'_2)/(C'_2 - C'_3)
if R_m is outside the allowed interval: report it
else: solve R(W) = R_m by bisection
      phi = (C'_1 - C'_3)/(g_1 - g_3)
      E_b = C'_1 - phi*g_1
repeat until converged:
    for each j:
        build S_j by Gauss-Legendre quadrature
        B_j = [S_j, 1]/sqrt(n_j);  y_j = n_j/sqrt(n_j)
        solve min |B_j c_j - y_j| for area and background
        r_j = B_j c_j - y_j
    update phi, W, E_b, sigma_j by bounded least squares
covariance = inverse(J^T J), J = derivative of r
compare the fit with the centroid solution
\end{verbatim}

The covariance includes the uncertainty of the eliminated areas and backgrounds. Let $D$ be the derivative of the weighted model at fixed linear coefficients, $B$ the linear basis, and $P=1-B(B^TB)^{-1}B^T$. Eliminating the linear block from the normal matrix leaves
\begin{equation}
D^TD-D^TB(B^TB)^{-1}B^TD=D^TPD .
\end{equation}
The residual is $r=-Py$. For a perfect fit $y=Bc$; differentiating $PB=0$ gives $(\partial P)B=-P\,\partial B$, hence $\partial r=P(\partial B)c=PD$. Since $P^2=P=P^T$, $J^TJ=D^TPD$. With noise this is a local approximation, and it contains no error of the model.

With 3 spectra, 66 energies and 24 depth nodes plus the bulk, one residual needs $3\times66\times25=4950$ Gaussian evaluations. A forward-difference Jacobian for six nonlinear parameters adds six residuals. The cost is linear in the number of spectra, energies and nodes.

Three numerical points need care. Equation~(\ref{eq:g}) loses digits by cancellation at small $u$, where the series should replace it. When $W$ is hundreds of times $\lambda$, the integrand crowds so close to the surface that 24 fixed nodes begin to miss it (the error in $g$ is $10^{-4}$ at $u=200$, $3.5\times10^{-3}$ at $u=300$ and $0.06$ at $u=500$), and the nodes must follow. The weights $1/\sqrt{n_j}$ suit large counts; with only a few counts per point they favour downward fluctuations, and a Poisson likelihood is the safer choice.

\section{Worked example: C 1s in boron-doped diamond}

Diamond suits the method because its wide gap keeps interband losses of the main line beyond a window ending $4.5$ eV above $E_b$. Its light atoms also make recoil large. The synthetic sample has $\phi=1$ eV, $W=5$ nm and $E_b=284.5$ eV. The assumed attenuation length is $2.0\,(E_k/\mathrm{keV})^{0.78}$ nm. With $\varepsilon_r=5.7$, Eq.~(\ref{eq:density}) gives $N=2.52\times10^{19}$ cm$^{-3}$.

\begin{center}
\begin{tabular}{rrrrr}
$h\nu$ (eV) & $\lambda$ (nm) & $g$ & $E_R$ (eV) & $C$ (eV)\\
800 & 1.19 & 0.635 & 0.024 & 285.159\\
2500 & 3.72 & 0.330 & 0.102 & 284.932\\
6000 & 7.79 & 0.184 & 0.264 & 284.948
\end{tabular}
\end{center}

The recoil-corrected ratio is $R=(0.6350-0.3304)/(0.3304-0.1836)=2.07$, inside the interval $0.62$ to $4.05$. Without the correction the last two centroids change order and the ratio becomes $-14.5$: no depletion width can reproduce it. A relative calibration error also matters. Raising the 6000 eV centroid by $0.010$ eV changes the denominator from $0.147$ to $0.137$ eV and $R$ from $2.07$ to $2.23$.

Now keep only the 2500 eV centroid, with $E_b$ known. Its offset from the bulk is $0.3304$ eV. Fits from four starting widths end at four exact solutions, among them $(\phi,W)=(1.40\ \mathrm{eV},3.23\ \mathrm{nm})$ and $(0.53\ \mathrm{eV},14.9\ \mathrm{nm})$. None finds the input pair; the starting point selects the answer. At the input pair the slope is $-0.72$, so a 1\% wider layer is offset by a 0.72\% smaller bending. At 800 eV the two solutions predict offsets of $0.72$ and $0.45$ eV, against the true $0.635$ eV, so a second energy separates them.

For the joint fit each line has $10^6$ counts, on a background of 2000 counts per point spaced by $0.1$ eV. Between noise draws the centroid solution scatters by about $0.006$ eV and $0.14$ nm; one noisy set gives $\phi=0.997$ eV and $W=5.16$ nm. The joint fit, started there, gives
\begin{equation}
\phi=1.0004\pm0.0008\ \mathrm{eV},\qquad W=5.005\pm0.013\ \mathrm{nm}.
\end{equation}
Its $\chi^2$ per degree of freedom is $0.87$. Over 150 noise draws, $W$ scatters by $0.014$ nm against a predicted $0.013$ nm, and $\phi$ by $0.0007$ eV against $0.0008$ eV.

A single complete spectrum is not degenerate in this model. With $E_b$ and $\sigma$ free, the 2500 eV spectrum alone has formal errors of $0.0015$ eV and $0.020$ nm. The free $E_b$ and $\sigma$ can absorb the mean and variance of the line, so the missing information comes from its remaining shape, provided the intrinsic profile really is Gaussian.

\section{Failure modes and their size}

The model depends on $W$ and $\lambda_j$ only through $W/\lambda_j$. Multiplying every $\lambda_j$ by $1.1$ therefore leaves $\phi$ and the fit quality unchanged, but moves $W$ to $5.5$ nm and lowers the inferred density by the factor $1/1.21$. This dwarfs the formal error. Changing the exponent to $0.70$ at fixed $\lambda(1\ \mathrm{keV})$ gives $1.025$ eV and $5.05$ nm in the joint fit, but $1.119$ eV and $4.48$ nm from the centroids. It also adds about 19 to $\chi^2$ per degree of freedom, so this error, unlike a common factor, can be noticed.

Other failures were sized by adding effects to noise-free spectra and analysing them with the original model. The last column is the misfit added to $\chi^2$ per degree of freedom at the stated counts. The shifted-layer row uses converged depth quadrature. Sampling 1500 emission depths resolves that thin layer only coarsely and gives $1.179$ eV and $4.32$ nm from the centroids; the last row uses this sampling, so its final digits are uncertain by a similar amount.

\begin{center}
\begin{tabular}{lccr}
 & Centroids & Joint fit & Added\\
Effect & $\phi$ (eV), $W$ (nm) & $\phi$ (eV), $W$ (nm) & misfit\\
Thermal edge & 0.973, 5.57 & 0.976, 5.25 & 1.1\\
Phonon losses & 1.000, 5.00 & 1.006, 5.09 & 2.8\\
Dopant disorder & 1.000, 5.00 & 1.065, 4.06 & 31\\
Shifted layer & 1.176, 4.35 & 0.964, 4.95 & 341\\
Lifetime & 1.009, 4.91 & 1.001, 4.94 & 29\\
All five & 1.149, 4.72 & 1.044, 4.16 & 303
\end{tabular}
\end{center}

\emph{Thermal edge.} With a donor-to-acceptor ratio $K=0.1$ at 300 K, the net charge relative to the acceptor density is $[1+(1-K)K^{-1}e^{-s/k_BT}]^{-1}-K$. It vanishes in the bulk and approaches $1-K$ at large $s$. The field at a given $s$ is thus weaker than in full depletion, and the bending extends deeper. The nominal $5$ nm is then a measure of the density, not a sharp edge. This takes a sharp acceptor level. A Gaussian spread of levels of $0.036$ eV, the Coulomb energy at the mean donor spacing, raises the two widths to $5.75$ and $5.34$ nm. The misfit is proportional to the counts: with ten times fewer it would be about $0.1$, comparable with the statistical scatter $\sqrt{2/186}\approx0.10$ for 186 degrees of freedom, while the bias in $W$ would remain.

\emph{Phonons and disorder.} A cold oscillator of quantum $\hbar\omega$ takes up a Poisson-distributed number of quanta with mean $E_R/\hbar\omega$; here $\hbar\omega=0.12$ eV. This makes the line skew but preserves its mean. Random dopant positions broaden the line. Summing the squared potentials of independent charges of density $n_c$ out to $W/2$ gives
\begin{equation}
\sigma_d^2\approx n_c\left(\frac{e^2}{4\pi\varepsilon}\right)^2
4\pi\int_0^{W/2}dr,\qquad \sigma_d\approx0.25\ \mathrm{eV}.
\end{equation}
The cutoff and the assumed variance profile $\sigma_d^2(1-z/W)$ make this an order-of-magnitude estimate. The charges are about $3.2$ nm apart and only about two lie within the cutoff, so both the uniform mean charge and the Gaussian broadening are rough descriptions at this width. Broadening symmetric at each depth leaves the centroids unchanged, but the joint fit has only one width $\sigma_j$ per spectrum. It cannot represent a width that varies with depth; the other parameters shift to compensate, and with this profile $W$ comes out 19\% too small. The size depends on the profile. With the potential held fixed at $z=W$, a pinned surface gives the variance $2\sigma_d^2t(1-t)$ and a fitted width of $4.90$ nm, 2\% too small; an insulating surface gives $2\sigma_d^2(1-t)$ and $3.42$ nm, 32\% too small.

\emph{Surface component and lifetime.} A first layer of thickness $d=0.089$ nm, shifted by $\Delta=1$ eV, adds $\Delta(1-e^{-d/\lambda})$ to the centroid: about $0.072$, $0.024$ and $0.011$ eV at the three energies. This imitates bending near the surface and spoils the centroid route. The sign matters: for $\Delta=-1$ eV the centroids give $0.839$ eV and $5.91$ nm, and the joint fit is biased as well, to $0.955$ eV and $4.24$ nm, with an added misfit of only 31. Such a line needs its own component in the fit. A Lorentzian lifetime profile, here with half-width $0.05$ eV, has no convergent first moment, so its centroid depends on the window; a Voigt profile belongs in the fit.

The two routes thus fail differently. Disagreement beyond their errors is a warning that something in the model or the calibration is wrong, such as the line shape, the components or the depth profile. Agreement does not prove the model, since a common factor in all $\lambda_j$ moves both together.

\section{Relation to real boron-doped diamond}

The band bending, width, attenuation law and compensation are rough choices for a heavily doped but non-metallic sample, not measurements. The surface field $2\phi/(eW)$ is $4$ MV/cm, below a breakdown scale of roughly $10$ MV/cm. The surface Fermi level lies about $1.35$ eV above the valence edge in a gap of $5.5$ eV, so the surface is not inverted and the bending does not align valence with conduction states. With an acceptor level $0.37$ eV above the valence edge and a hole mass of $0.8\,m_e$, and with $K=0.1$ and an acceptor degeneracy of four, the estimated bulk hole density is of order $10^{13}$ cm$^{-3}$. The $0.37$ eV level is the dilute value and falls at heavy doping; even at $0.20$ eV the estimate is $2\times10^{16}$ cm$^{-3}$, a thousand times below $N$. Mobile holes are therefore negligible in the space charge. Whether the sample charges depends on the photocurrent, the conduction path and the contacts, which are not modelled. Charging that differs between photon energies breaks the common $E_b$, and photovoltage under illumination would change $\phi$ itself; neither is sized here. Of the effects that are, a shifted surface layer moves the centroid result most in $\phi$, by 18\%, and disorder moves the joint-fit width by 19\% for the assumed variance profile, or by 2\% to 32\% for the other profiles considered. Either exceeds the formal counting error of the joint fit many times over. The complete values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Input: phi 1.00 eV, W 5.00 nm, E_b 284.50 eV
Input: lam(1 keV) 2.00 nm, power 0.78
Input: eps_r 5.7, gap 5.5 eV, T 300 K, compensation 0.10
Input: instrument sigma 0.25 eV, phonon 0.12 eV
Input: line area 1000000 counts, background 2000 counts/point, step 0.1 eV
Window 282.5 to 289.0 eV, 66 points
hv 800 eV: Ek 515.5 eV, lam 1.193 nm, u 4.192, g 0.6350
  recoil 0.0236 eV, sigma 0.2556 eV, centroid 285.1586 eV
hv 2500 eV: Ek 2215.5 eV, lam 3.720 nm, u 1.344, g 0.3304
  recoil 0.1017 eV, sigma 0.2733 eV, centroid 284.9321 eV
hv 6000 eV: Ek 5715.5 eV, lam 7.790 nm, u 0.642, g 0.1836
  recoil 0.2641 eV, sigma 0.3069 eV, centroid 284.9477 eV
Net acceptor density 2.520e+19 cm^-3
Centroid ratio R: 2.0748; allowed 0.6208 to 4.0543
R if recoil is not subtracted: -14.494
One centroid at 2500 eV: offset from bulk 0.3304 eV
  exact solution phi 1.3982 eV, W 3.233 nm; offsets at 800/6000 eV: 0.7218/0.1749 eV
  exact solution phi 0.5946 eV, W 11.619 nm; offsets at 800/6000 eV: 0.4850/0.2116 eV
  exact solution phi 0.6421 eV, W 10.020 nm; offsets at 800/6000 eV: 0.5074/0.2055 eV
  exact solution phi 0.5297 eV, W 14.940 nm; offsets at 800/6000 eV: 0.4518/0.2230 eV
Degeneracy slope dln(phi)/dln(W) at true W: -0.7243
One centroid with density known: phi 1.0000 eV
Centroid start: phi 0.9967 eV, W 5.155 nm, E_b 284.4944 eV
Joint fit: phi 1.0004 +- 0.0008 eV
Joint fit: W 5.005 +- 0.013 nm
Joint fit: E_b 284.5000 +- 0.0006 eV
Joint fit: chi2/dof 0.866, dof 186, corr(phi,W) -0.206
Fitted net density 2.516e+19 +- 1.3e+17 cm^-3
150 noise draws: spread phi 0.0007 eV, W 0.0140 nm; predicted 0.0008, 0.0126
Single spectrum 800 eV, formal errors: phi 0.0029 eV, W 0.031 nm
Single spectrum 2500 eV, formal errors: phi 0.0015 eV, W 0.020 nm
Single spectrum 6000 eV, formal errors: phi 0.0022 eV, W 0.037 nm
All lam +10%: phi 1.0000 eV, W 5.500 nm
lam power 0.70: phi 1.0253 eV, W 5.046 nm
Disorder sigma estimate 0.249 eV; layer 0.089 nm, shift 1.0 eV; lifetime HWHM 0.05 eV
Neglected effects (phi eV, W nm); nan means centroid model rejected:
  thermal edge: centroids 0.973, 5.57; fit 0.976, 5.25; added chi2/dof 1.07
  phonon losses: centroids 1.000, 5.00; fit 1.006, 5.09; added chi2/dof 2.83
  dopant disorder: centroids 1.000, 5.00; fit 1.065, 4.06; added chi2/dof 30.55
  shifted layer: centroids 1.179, 4.32; fit 0.964, 4.95; added chi2/dof 340.39
  lifetime: centroids 1.009, 4.91; fit 1.001, 4.94; added chi2/dof 29.36
  all five: centroids 1.149, 4.72; fit 1.044, 4.16; added chi2/dof 302.79
Surface field 4.00 MV/cm
Bulk hole density 2.46e+13 cm^-3 (hole mass 0.8, level 0.37 eV)
Surface Fermi level above valence edge 1.349 eV
\end{verbatim}
